\section*{The RPA trace formula and its equivalence to ring coupled-cluster doubles, part 2}

The problem is to find the correlation energy of an electronic ground state by treating particle-hole pairs as coupled oscillators. We use Hartree atomic units and real orbitals. The reference $|{\rm ref}\rangle$ is a Hartree--Fock determinant of energy $E_{\rm ref}$, with occupied orbitals $i,j,k,l$, virtual orbitals $a,b,c,d$ and orbital energies $\varepsilon_p$. For the pair $\mu=(i\to a)$,
\begin{equation}
b_\mu^\dagger=c_a^\dagger c_i,\qquad b_\mu=c_i^\dagger c_a .
\end{equation}
The quasi-boson approximation sets $[b_\mu,b_\nu^\dagger]=\delta_{\mu\nu}$, and $b_\mu|{\rm ref}\rangle=0$. With $\nu=(j\to b)$, the gaps are $D_\mu=\varepsilon_a-\varepsilon_i$ and the Coulomb integrals are $K_{\mu\nu}=(ia|jb)$. The direct random-phase approximation (RPA) takes $A=D+K$ and $B=K$, without exchange.

Let $b$ also denote the column of all $b_\mu$. The matrices $X$ and $Y$ relate it to the normal-mode bosons $Q_n$, whose energies form the diagonal matrix $\Omega$:
\begin{equation}
b=XQ+YQ^\dagger,\qquad b^\dagger=YQ+XQ^\dagger. \label{inverse}
\end{equation}
The state without quanta has the energy given by the trace formula,
\begin{equation}
\boxed{E_c=\frac12\left(\sum_n\Omega_n-\operatorname{Tr}A\right).} \label{trace}
\end{equation}
For the direct kernel, $E_c$ also equals the frequency integral $\frac1{2\pi}\int_0^\infty[\ln\det(1+G)-\operatorname{Tr}G]\,d\omega$, with $G=FKF$ and $F=[2D/(D^2+\omega^2)]^{1/2}$.

For a closed shell, let $v_{\mu\nu}=(ia|jb)$ contain spatial orbitals. The singlet pairs then have $K=2v$ and the triplet pairs $K=0$. The molecular example is water in the 6-31G basis, with bonds of 1.81 bohr, an angle of $104.5^\circ$ and 40 singlet pairs. Its direct RPA energy from the trace formula is $-0.138444$ hartree.

The closing table also lists a model of $N$ fermions, each with two levels separated by $\varepsilon$:
\begin{equation}
H_N=\varepsilon J_z+\frac{g}{2N}(J_++J_-)^2 .
\end{equation}
Here $J_+$ raises one fermion, summed over all of them, and $J_z=n-N/2$ when $n$ are raised. For large $N$, the low-lying states with total spin $J=N/2$ form one boson mode with $A=\varepsilon+g$ and $B=g$. The example has $\varepsilon=1$ and $g=0.5$ hartree, and its exact energies are measured from that of the reference.

\section{Ring amplitudes and the limits of the energy formula}

The second half uses the pair bosons $b_\mu$, the Hamiltonian
\begin{equation}
H=E_{\rm ref}+b^\dagger Ab+\tfrac12(b^\dagger Bb^\dagger+bBb), \label{H2}
\end{equation}
and its normal modes $Q=X^Tb-Y^Tb^\dagger$ with energies $\Omega_n>0$. Sums over pair indices are implied in \eqref{H2}. The matrices $A$ and $B$ are real and symmetric, $A\pm B$ are positive definite, and
\begin{align}
AX+BY&=X\Omega,& BX+AY&=-Y\Omega, \label{modes2}\\
X^TX-Y^TY&=1,& X^TY&=Y^TX. \label{norm2}
\end{align}
The zero-point energy relative to $E_{\rm ref}$ is $E_c=\frac12(\sum_n\Omega_n-\operatorname{Tr}A)$. For the direct kernel $A=D+K$ and $B=K$, where $D$ holds the orbital gaps and $K$ the Coulomb integrals.

\textbf{Q:} Coupled-cluster theory solves for amplitudes and never asks for excitation energies. How can it contain the same energy?

\textbf{A:} Remove the mode normalization by forming a ratio. Equation~\eqref{norm2} gives $X^TX=1+Y^TY$, which is positive definite, so $X$ is invertible. Define
\begin{equation}
T=YX^{-1}. \label{T}
\end{equation}
Multiply $X^TY=Y^TX$ by $(X^T)^{-1}$ on the left and by $X^{-1}$ on the right. The result is $T=T^T$. The normalization also gives
\begin{equation}
1-T^2=1-(X^T)^{-1}(X^TX-1)X^{-1}=(XX^T)^{-1}>0, \label{contract}
\end{equation}
so every eigenvalue of $T$ has magnitude below one.

Now multiply both equations \eqref{modes2} by $X^{-1}$ on the right:
\begin{align}
A+BT&=X\Omega X^{-1}, \label{one}\\
B+AT&=-Y\Omega X^{-1}=-TX\Omega X^{-1}. \label{two}
\end{align}
Substitution of \eqref{one} in \eqref{two} eliminates the mode energies:
\begin{equation}
\boxed{B+AT+TA+TBT=0.} \label{riccati}
\end{equation}
This is a matrix Riccati equation. The trace of \eqref{one} is $\operatorname{Tr}A+\operatorname{Tr}(BT)=\sum_n\Omega_n$, hence
\begin{equation}
\boxed{E_c=\frac12\Big(\sum_n\Omega_n-\operatorname{Tr}A\Big)=\frac12\operatorname{Tr}(BT).} \label{energy}
\end{equation}

\textbf{Q:} You have named a matrix ratio an amplitude. Show that a coupled-cluster calculation would produce that equation.

\textbf{A:} Take the doubles operator $S=\frac12\sum_{\mu\nu}T_{\mu\nu}b_\mu^\dagger b_\nu^\dagger$ with unknown symmetric $T$. Since $[b_\mu,S]=\sum_\nu T_{\mu\nu}b_\nu^\dagger$ commutes with $S$, the transformation series stops:
\begin{equation}
e^{-S}be^S=b+Tb^\dagger,\qquad e^{-S}b^\dagger e^S=b^\dagger.
\end{equation}
The transformed Hamiltonian is
\begin{align}
\bar H={}&E_{\rm ref}+b^\dagger A(b+Tb^\dagger)+\tfrac12b^\dagger Bb^\dagger\nonumber\\
&+\tfrac12(b+Tb^\dagger)B(b+Tb^\dagger).
\end{align}
In the last product one term needs reordering, $bBTb^\dagger=b^\dagger TBb+\operatorname{Tr}(BT)$. In $b^\dagger ATb^\dagger$ the two creators commute, so $AT$ may be replaced by its symmetric part. Collecting terms,
\begin{align}
\bar H={}&E_{\rm ref}+\tfrac12\operatorname{Tr}(BT)+b^\dagger(A+TB)b+\tfrac12bBb\nonumber\\
&+\tfrac12b^\dagger(B+AT+TA+TBT)b^\dagger. \label{Hbar}
\end{align}
The doubles equation requires that $\bar H$ create no pair of bosons from the reference. That is \eqref{riccati}, and the constant left over is $\frac12\operatorname{Tr}(BT)$. For the solution $T=YX^{-1}$ this constant is \eqref{energy}, and $A+TB$, the transpose of $A+BT$, has by \eqref{one} the eigenvalues $\Omega_n$. Other solutions of \eqref{riccati} give other constants; they are discussed below.

\textbf{Q:} That is coupled cluster for bosons. What has it to do with electrons and rings?

\textbf{A:} Put $A=D+K$ and $B=K$, and write the pair indices in full. With $T_{ia,jb}$ as the doubles amplitude, \eqref{riccati} reads
\begin{align}
0={}&(ia|jb)+(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)T_{ia,jb}\nonumber\\
&+\sum_{kc}\left[(ia|kc)T_{kc,jb}+T_{ia,kc}(kc|jb)\right]\nonumber\\
&+\sum_{kc,ld}T_{ia,kc}(kc|ld)T_{ld,jb}. \label{ring}
\end{align}
In each sum, the particle $c$ and the hole $k$ leave an amplitude together and end together at the same interaction. Drawn as lines, they form a closed ring. In the fermion algebra this means that $c_k^\dagger c_c$ is contracted as a whole with one $c_c^\dagger c_k$, which is what the boson commutator does. Full coupled-cluster doubles also has contractions that send the particle and the hole to different partners, as well as exchange and ladder terms. The direct ring equation \eqref{ring} omits them.

The omission has a price. The amplitude $T_{ia,jb}$ does not change sign when $i$ and $j$ are interchanged, so the Pauli principle is not fully enforced among the excited pairs.

\textbf{Q:} Does the same $T$ describe the oscillator ground state, or does only the energy agree?

\textbf{A:} The state agrees too. Apply $Q$ to $e^S|{\rm ref}\rangle$:
\begin{align}
Qe^S|{\rm ref}\rangle
&=e^S[X^T(b+Tb^\dagger)-Y^Tb^\dagger]|{\rm ref}\rangle\nonumber\\
&=e^S(X^TT-Y^T)b^\dagger|{\rm ref}\rangle=0 .
\end{align}
The last step uses $T=T^T=(X^T)^{-1}Y^T$.

For the norm, rotate to the eigenvectors of $T$. A mode with eigenvalue $t$ contributes
\begin{equation}
\sum_{m=0}^\infty\left(\frac t2\right)^{2m}\frac{(2m)!}{(m!)^2}=(1-t^2)^{-1/2}.
\end{equation}
The sum is finite for $|t|<1$, which \eqref{contract} guarantees. The normalized state is $\det(1-T^2)^{1/4}e^S|{\rm ref}\rangle$, and the weight of the reference in it is $\det(1-T^2)^{1/2}$.

Here is a case with two modes, energies in hartree:
\begin{equation}
A=\begin{pmatrix}1.0&0.1\\0.1&1.4\end{pmatrix},\qquad
B=\begin{pmatrix}0.4&0.2\\0.2&0.3\end{pmatrix}.
\end{equation}
The mode energies are 0.898976 and 1.357145, with sum 2.256121, so the trace formula gives $\frac12(2.256121-2.4)=-0.07194$. The amplitudes are $T_{11}=-0.204752$, $T_{12}=-0.076312$ and $T_{22}=-0.104845$. From them,
\begin{align}
\tfrac12\operatorname{Tr}(BT)
&=\tfrac12[0.4T_{11}+2(0.2)T_{12}+0.3T_{22}]\nonumber\\
&=\tfrac12(-0.08190-0.03052-0.03145)=-0.07194 .
\end{align}
Diagonalization in a space of boson occupation numbers gives the same energy and the same amplitudes. The reference weight is 0.9673 both from the eigenvector and from the determinant.

\textbf{Q:} A quadratic equation has more than one solution. Which one does an amplitude program find?

\textbf{A:} For one mode the roots are $T=(-A\pm\Omega)/B$. Their product is 1, so one has magnitude below one and the other above. Their energies are $\frac12(-A\pm\Omega)$.

In general the condition $\|T\|<1$ selects a unique symmetric solution. Let $T$ be such a solution and put $R=A+BT$. Equation~\eqref{riccati} gives $TA+TBT=-B-AT$, so
\begin{align}
(1-T^2)R&=A+BT-T(TA+TBT)\nonumber\\
&=A+BT+TB+TAT\nonumber\\
&=(1,T)\begin{pmatrix}A&B\\B&A\end{pmatrix}\begin{pmatrix}1\\T\end{pmatrix}>0. \label{positive}
\end{align}
The inequality holds because the block matrix has the eigenvalues of $A+B$ and $A-B$. Thus $R$ is the inverse of a positive matrix times another positive matrix, and it is similar to a positive symmetric matrix. Its eigenvalues are positive.

If $Rg=\omega g$, then \eqref{riccati} shows that the column $(g,Tg)$ solves the mode equations with energy $\omega>0$. All positive-energy solutions lie in the span of the columns of $(X,Y)$; the partners $(Y,X)$ have energies $-\Omega_n$. The two spaces have equal dimension, so $(1,T)=(X,Y)X^{-1}$, and $T=YX^{-1}$.

In the two-mode example, replacing the first mode by its negative-energy partner gives another solution of \eqref{riccati}. Its norm is 5.23, and its energy is $-0.07194-0.89898=-0.97092$ hartree, lower than the true ground state by $\Omega_1$. Its exponential state cannot be normalized.

For water I started from $T=0$ in the basis that makes $A$ diagonal, with eigenvalues $\alpha_\mu$, and repeated
\begin{equation}
T_{\mu\nu}\leftarrow-\frac{(B+TBT)_{\mu\nu}}{\alpha_\mu+\alpha_\nu}.
\end{equation}
After 12 iterations the norm of $T$ was 0.194 and the energy was $-0.138444$ hartree, equal to the trace result. This shows convergence for that case; it does not prove that the iteration converges for every stable problem.

\textbf{Q:} The energy has a factor one half. Is it correct if I include exchange in $A$ and $B$?

\textbf{A:} The identity \eqref{energy} stays correct, but its reading as an electronic correlation energy does not. To leading order $T_{\mu\nu}=-B_{\mu\nu}/(D_\mu+D_\nu)$, so
\begin{equation}
E_c^{(2)}=-\frac12\sum_{\mu\nu}\frac{B_{\mu\nu}^2}{D_\mu+D_\nu}. \label{secondboson}
\end{equation}
Compare second-order M\o ller--Plesset theory (MP2) in spin orbitals. Each doubly excited determinant with $i<j$ and $a<b$ is counted once, so the unrestricted sum carries $1/4$. With $L_{\mu\nu}=(ia|jb)-(ib|ja)$,
\begin{equation}
E^{\rm MP2}=-\frac14\sum_{\mu\nu}\frac{L_{\mu\nu}^2}{D_\mu+D_\nu}
=-\frac12\sum_{\mu\nu}\frac{(ia|jb)L_{\mu\nu}}{D_\mu+D_\nu}. \label{mp2}
\end{equation}
The second form follows because $L$ changes sign when $a$ and $b$ are exchanged, while the denominator does not.

The direct kernel $B=(ia|jb)$ reproduces the direct part of \eqref{mp2} with the correct factor. An exchange kernel $B=L$ gives twice MP2. The reason is a count of states: the boson pairs $(ia,jb)$ and $(ib,ja)$ are distinct, but they represent the same electronic determinant.

\textbf{Q:} The Bethe--Salpeter equation (BSE) has such exchange terms. What can be done with its matrices?

\textbf{A:} With static screening and a closed shell, the singlet matrices are
\begin{align}
A_{ia,jb}&=D_{ia}\delta_{ij}\delta_{ab}+2(ia|jb)-W_{ij,ab},\nonumber\\
B_{ia,jb}&=2(ia|jb)-W_{ib,ja}.
\end{align}
The triplet matrices lack the terms $2(ia|jb)$. The screened interaction $W$ follows from the direct response. A static potential $u$ displaces the singlet bosons by real amplitudes $\beta$, with energy $\beta^T(A+B)\beta+2\sqrt2\,u^T\beta$, where $A+B=D+4v$ is the direct singlet matrix and $v_{ia,jb}=(ia|jb)$. The minimum is $\beta=-\sqrt2(D+4v)^{-1}u$. The induced density $2\sqrt2\,\beta$ then gives
\begin{equation}
W_{pq,rs}=(pq|rs)-4\sum_{kc,ld}(pq|kc)[(D+4v)^{-1}]_{kc,ld}(ld|rs).
\end{equation}
At lowest order $W$ is the bare interaction, so the trace summed over one singlet and three triplets starts at twice MP2.

\textbf{Q:} Is there an energy expression that keeps the BSE matrices without this double counting?

\textbf{A:} One can integrate the Coulomb energy over the coupling strength. First take the direct kernel with $K$ replaced by $\lambda K$. The derivative of the ground-state energy is the expectation value of $\partial H/\partial\lambda$:
\begin{align}
\frac{dE_c}{d\lambda}
&=\tfrac12\langle(b+b^\dagger)K(b+b^\dagger)\rangle-\tfrac12\operatorname{Tr}K\nonumber\\
&=\tfrac12\operatorname{Tr}\{K[(X+Y)(X+Y)^T-1]\}. \label{ac}
\end{align}
The second line uses $b+b^\dagger=(X+Y)(Q+Q^\dagger)$ and a vacuum without quanta. For the direct kernel, integration from 0 to 1 returns the trace energy; the water calculation confirms it.

For BSE, keep the Coulomb matrix $K$ in \eqref{ac}, but take $X$ and $Y$ from $D+\lambda(A-D)$ and $\lambda B$ with $W$ fixed. This is an approximate prescription, and it is no longer the derivative of the trace energy. Since $XX^T=(1-T^2)^{-1}$,
\begin{equation}
(X+Y)(X+Y)^T=(1+T)(1-T^2)^{-1}(1+T)=\frac{1+T}{1-T}.
\end{equation}
This is $1+2T$ to first order. With $T\simeq-\lambda B/(D_\mu+D_\nu)$, the integral becomes $-\frac12\sum KB/(D_\mu+D_\nu)$, which is \eqref{mp2} for $B=L$.

\textbf{Q:} Does the molecule show this difference?

\textbf{A:} Yes. I used Hartree--Fock gaps in the BSE matrices, without $GW$ corrections. With the orbitals and gaps held fixed and the Coulomb integrals in the matrices scaled by $s=0.001$, the energies divided by $s^2E^{\rm MP2}$ are 1.998 for the BSE trace and 1.000 for the coupling integral.

At full strength, the singlet trace energy is $-0.11689$ and each triplet gives $-0.02248$ hartree. Their sum with weights one and three is $-0.1843$, whereas the coupling integral is $-0.1299$ hartree. The Riccati energy agrees with the trace energy in each spin block, so the discrepancy is not a failure of the amplitude equation. It comes from using two different energy expressions.

For comparison, MP2 gives $-0.1289$ and its direct part alone $-0.1974$ hartree, against $-0.1384$ for direct RPA. These numbers do not rank the methods, because no full correlation energy was computed in this basis. All of them depend strongly on the basis: in cc-pVTZ, MP2 gives $-0.275$, the BSE trace $-0.427$ and the coupling integral $-0.281$ hartree. The gap between the two BSE expressions persists, with their ratio moving from 1.42 to 1.52. The numerical check accompanying this text compares the formulas with diagonalization, quadrature and the iterated amplitudes.

\section*{Calculated quantities}
\begin{verbatim}
TWO BOSON MODES (hartree; T dimensionless)
A11 A12 A22 = 1.0 0.1 1.4
B11 B12 B22 = 0.4 0.2 0.3
Omega1 Omega2 = 0.898976 1.357145
sum Omega, Tr A = 2.256121 2.400000
T11 T12 T22 = -0.204752 -0.076312 -0.104845
Ec trace formula = -0.07193950
Ec Tr(BT)/2 = -0.07193950
Ec Fock diagonalization = -0.07193950
vacuum weight, Fock = 0.967307
vacuum weight, determinant = 0.967307
norm T, norm of wrong root = 0.24601 5.23021
energy of wrong root = -0.970916
N TWO-LEVEL FERMIONS (hartree; T dimensionless)
gap, g = 1.0 0.5
boson Omega = 1.414214
boson limit Ec, T = -0.042893 -0.171573
N =  50: exact Ec, T = -0.042480 -0.171645
N = 100: exact Ec, T = -0.042687 -0.171609
N = 200: exact Ec, T = -0.042790 -0.171591
N = 400: exact Ec, T = -0.042842 -0.171582
Ec error ratio N=200 to N=400 = 2.0017
WATER, 6-31G, HARTREE-FOCK ORBITALS (hartree)
bond = 1.81 bohr, angle = 104.5 degrees
occupied, virtual, pairs = 5 8 40
Hartree-Fock energy = -75.983982
sum Omega = 233.53029380
Tr A = 233.80718184
lowest gap, lowest Omega = 0.704994 0.727799
direct Ec, trace = -0.13844402
direct Ec, trace = -3.76725 eV
direct Ec, ring amplitudes = -0.13844402
direct Ec, frequency integral = -0.13844402
direct Ec, coupling integral = -0.13844402
amplitude iterations, norm T = 12 0.19416
largest ring residual = 3.6e-15
direct MP2, full MP2 = -0.19739744 -0.12885281
WATER, BSE MATRICES WITH HARTREE-FOCK GAPS (hartree)
singlet trace energy = -0.116890
one triplet trace energy = -0.022476
singlet + 3 triplets = -0.184319
Coulomb coupling integral = -0.129872
weak-coupling scale s = 0.001
direct trace / (s^2 direct MP2) = 0.99950
BSE trace / (s^2 MP2) = 1.99811
BSE coupling integral / (s^2 MP2) = 1.00021
\end{verbatim}
